\section*{Which doping gives the highest barrier between polycrystalline grains?}

\section{The problem}

A polycrystalline n-type film consists of identical grains of length $L$, separated by parallel flat boundaries of negligible thickness, so that the problem is one-dimensional. The donors have uniform density $N$ and are all ionized. Each boundary carries $N_t$ electron traps per unit area, neutral when empty and of charge $-e$ when full. The permittivity is $\varepsilon$, no voltage is applied, and holes are negligible.

The traps are deep: electrons go into them until either the electrons or the empty traps run out. This is called full trapping below. The negative boundary repels the remaining electrons, so an electron crossing from one grain to the next must climb a barrier of energy $eV_B$, where $V_B$ is a potential in volts.

\begin{enumerate}
\item In the depletion approximation, at which doping is $V_B$ greatest for given $L$ and $N_t$, and how large is it there?
\item Evaluate the result for $L=100$ nm, $N_t=10^{12}$ cm$^{-2}$, relative permittivity 10 and temperature 300 K.
\item Can free electrons at finite temperature, or shallower traps, raise the barrier above this value?
\end{enumerate}

The depletion approximation treats the grain as two kinds of region: depleted layers next to the boundaries, with no electrons and charge density $eN$, and a neutral remainder.

\section{A tempting solution}

The traps are deep, so they are full, and each boundary holds the charge $-eN_t$. A depleted layer of width $W$ on each side supplies the compensating donor charge:
\begin{equation}
2eNW=eN_t \quad\Rightarrow\quad W=\frac{N_t}{2N}.
\label{eq:wrongW}
\end{equation}
A depleted layer of width $W$ and charge density $eN$ supports the potential difference $eNW^2/(2\varepsilon)$, so
\begin{equation}
V_B=\frac{eN}{2\varepsilon}\,\frac{N_t^2}{4N^2}=\frac{eN_t^2}{8\varepsilon N}.
\label{eq:wrongV}
\end{equation}
This falls steadily with $N$. The conclusion would be that the barrier has no maximum at finite doping and grows without limit as the doping is reduced.

\section{Where it fails}

The electrostatics is sound. The fault is the first sentence: a deep trap can be full only if there is an electron to fill it. The donors of one grain supply $NL$ electrons per unit boundary area, and there is one boundary per grain. If $NL<N_t$, some traps stay empty however deep they are.

Equation \eqref{eq:wrongW} shows the same fault geometrically. Each boundary can draw on half of the grain on either side, so $W$ cannot exceed $L/2$. But $N_t/(2N)>L/2$ whenever $NL<N_t$: the two depleted layers of one grain would overlap, and the donors in the overlap would be counted twice.

Equation \eqref{eq:wrongV} therefore holds for $NL\ge N_t$ and must be replaced below that doping.

\section{The barrier at every doping}

\subsection{Counting the electrons}

Under full trapping the number of trapped electrons per unit boundary area is the smaller of supply and capacity, $\min(NL,N_t)$. Neutrality requires $2NW=\min(NL,N_t)$, hence
\begin{equation}
W=\min\!\left(\frac L2,\ \frac{N_t}{2N}\right).
\label{eq:W}
\end{equation}

\subsection{Solving Poisson's equation}

Let $s$ be the distance from a boundary into the grain and $\phi(s)$ the electrostatic potential. In the depleted layer
\begin{equation}
\frac{d^2\phi}{ds^2}=-\frac{eN}{\varepsilon},\qquad 0<s<W.
\end{equation}
The field vanishes at $s=W$. If $W<L/2$, this is because the region beyond is neutral; if $W=L/2$, it is because the grain is symmetric about its centre. One integration with $\phi'(W)=0$ gives
\begin{equation}
\frac{d\phi}{ds}=\frac{eN}{\varepsilon}(W-s),
\end{equation}
and a second one, from $0$ to $W$, gives
\begin{equation}
V_B=\phi(W)-\phi(0)=\frac{eN}{\varepsilon}\left[Ws-\frac{s^2}{2}\right]_0^W=\frac{eNW^2}{2\varepsilon}.
\label{eq:VW}
\end{equation}
The potential is lowest at the boundary. An electron has charge $-e$, so its energy is highest there, by $eV_B$.

Inserting \eqref{eq:W} into \eqref{eq:VW} gives two branches:
\begin{equation}
V_B=
\begin{cases}
\dfrac{eNL^2}{8\varepsilon}, & NL\le N_t \quad\text{(grain depleted throughout)},\\[2ex]
\dfrac{eN_t^2}{8\varepsilon N}, & NL\ge N_t \quad\text{(traps full)}.
\end{cases}
\label{eq:branches}
\end{equation}

\subsection{Finding the maximum}

Neither branch has a point of zero slope, so setting $dV_B/dN=0$ finds nothing. The first branch rises with $N$ and the second falls, so the maximum lies where they meet, at $NL=N_t$. Putting $N=N_t/L$ into either branch gives the same value:
\begin{equation}
\boxed{\,N_{\rm peak}=\frac{N_t}{L},\qquad V_{\max}=\frac{eN_tL}{8\varepsilon}\,}
\label{eq:max}
\end{equation}
With $r=NL/N_t$, both branches combine into
\begin{equation}
\frac{V_B}{V_{\max}}=\min\!\left(r,\frac1r\right)\le 1 ,
\end{equation}
with equality at $r=1$ alone. The slope with respect to $r$ jumps there from $+1$ to $-1$, so the peak is a kink.

The two sides have different causes. Below the peak each added donor gives its electron to a trap, and the boundary charge grows. Above it the boundary charge is fixed, and denser donors compensate it within a thinner layer, across which the potential drop is smaller.

The count of one boundary per grain is specific to parallel boundaries. Square columnar grains of side $L$ have two boundaries per grain, so the traps fill at $NL=2N_t$. There the potential is the sum of two one-dimensional solutions, each for density $N/2$, and the barrier from the grain centre to the middle of a face is again $eN_tL/(8\varepsilon)$, reached at twice the doping of \eqref{eq:max}.

The peak belongs to a variation of $N$. If instead $L$ grows at fixed $N$ and $N_t$, equation \eqref{eq:branches} gives a barrier that rises as $L^2$ until $L=N_t/N$ and is constant afterwards.

\section{Can anything raise the barrier further?}

Now drop the depletion approximation. Let $n(s)$ be the free-electron density and $\rho=e(N-n)$ the charge density in the grain. Let $Q$ be the magnitude of the trapped charge per unit boundary area, so that neutrality reads $Q=2\int_0^{L/2}\rho\,ds$.

By symmetry $\phi'(L/2)=0$, so $\phi'(s)=\varepsilon^{-1}\int_s^{L/2}\rho(s')\,ds'$. Integrating over $s$ and exchanging the order of integration,
\begin{equation}
V_B=\frac1\varepsilon\int_0^{L/2}\!ds\int_s^{L/2}\!\rho(s')\,ds'
=\frac1\varepsilon\int_0^{L/2}s'\rho(s')\,ds'.
\label{eq:moment}
\end{equation}

For Boltzmann electrons $n=n_c e^{-u}$, where $n_c$ is the density at the grain centre and $u=e[\phi(L/2)-\phi(s)]/kT$. With $x=L/2-s$ the distance from the centre, Poisson's equation becomes
\begin{equation}
\frac{d^2u}{dx^2}=\frac{1}{\lambda^2}\left(1-\frac{n_c}{N}e^{-u}\right),\qquad \lambda^2=\frac{\varepsilon kT}{e^2N},
\label{eq:PB}
\end{equation}
with $u=u'=0$ at $x=0$; $\lambda$ is the Debye length. A negatively charged boundary needs a positively charged grain, which requires $n_c<N$. Then $u$ rises away from the centre, $n$ falls, and the right-hand side stays positive. Hence $\rho$ does not increase with $s$.

The factors $s-L/4$ and $\rho(s)-\rho(L/4)$ therefore never have the same sign, and
\begin{equation}
0\ge\int_0^{L/2}\!\left(s-\tfrac L4\right)\left[\rho(s)-\rho(\tfrac L4)\right]ds
=\int_0^{L/2}\!s\rho\,ds-\frac L4\int_0^{L/2}\!\rho\,ds ,
\end{equation}
because $\int_0^{L/2}(s-L/4)\,ds=0$. The last integral is $Q/2$. With \eqref{eq:moment} and $Q\le eN_t$,
\begin{equation}
V_B\le\frac{QL}{8\varepsilon}\le\frac{eN_tL}{8\varepsilon}=V_{\max}.
\label{eq:bound}
\end{equation}
Equality would need uniform charge in the grain and full traps. At finite temperature some electrons are free and gather at the centre, so the charge is not uniform and $V_B<V_{\max}$. Within this model the answer to the third question is no.

\section{Numbers}

\subsection{The depletion result}

The peak doping is
\begin{equation}
N_{\rm peak}=\frac{10^{12}\ {\rm cm^{-2}}}{10^{-5}\ {\rm cm}}=10^{17}\ {\rm cm^{-3}}.
\end{equation}
For the barrier it is convenient to use the Debye length at this doping, $\lambda=11.95$ nm, and $kT/e=0.02585$ V. Since $eN_{\rm peak}/\varepsilon=(kT/e)/\lambda^2$,
\begin{equation}
V_{\max}=\frac{eN_{\rm peak}L^2}{8\varepsilon}=\frac{kT}{e}\,\frac{L^2}{8\lambda^2}
=0.02585\ {\rm V}\times\frac{100^2}{8\times 11.95^2}=0.226\ {\rm V},
\end{equation}
an energy barrier of 226 meV. The temperature cancels between $kT$ and $\lambda^2$.

At half the peak doping the grain is still depleted throughout, $W=50$ nm, and the barrier is half as high, 0.113 V. The tempting formula \eqref{eq:wrongV} would give $2V_{\max}=0.452$ V there, with an impossible depletion width of 100 nm. At twice the peak doping $W=25$ nm and the barrier is again 0.113 V.

\subsection{With free electrons and a definite trap level}

To see how good the idealization is, place all traps at an energy $D$ below the conduction-band edge at the boundary, and let $N_c=5\times10^{18}$ cm$^{-3}$ be the effective density of states. The band edge at the boundary lies $eV_B$ above that at the centre, and the Fermi level lies $kT\ln(N_c/n_c)$ below the latter, so
\begin{equation}
E_F-E_t=D-eV_B-kT\ln\frac{N_c}{n_c}.
\label{eq:EF}
\end{equation}
The trap occupation is $f=1/[1+e^{-(E_F-E_t)/kT}]$, with any degeneracy factor absorbed in $E_t$. Equation \eqref{eq:PB} was integrated numerically from centre to boundary, and $n_c$ was adjusted until $Q=eN_tf$. For $D=0.80$ eV this gives:

\begin{center}
\begin{tabular}{cccc}
$NL/N_t$ & $V_B$, depletion (V) & $V_B$, thermal (V) & $n_c/N$\\
\hline
0.5 & 0.1131 & 0.1131 & $2.9\times10^{-10}$\\
1 & 0.2262 & 0.2262 & $2.0\times10^{-4}$\\
2 & 0.1131 & 0.1371 & 0.933\\
4 & 0.0565 & 0.0812 & 0.998
\end{tabular}
\end{center}

Up to the peak the two agree to the digits shown. A numerical search puts the thermal maximum at $NL/N_t=1.000$, with 0.9999 of $V_{\max}$. The first and third rows have similar barriers but very different grains: in the first, almost no free electrons are left even at the centre.

In the last two rows, where the traps are full, the depletion formula is too low. The reason follows from \eqref{eq:PB}. Multiply it by $du/dx$ and integrate from the centre:
\begin{equation}
\frac12\left(\frac{du}{dx}\right)^2=\frac1{\lambda^2}\left[u-\frac{n_c}{N}\left(1-e^{-u}\right)\right].
\label{eq:first}
\end{equation}
At the boundary $u=eV_B/kT$. With full traps, Gauss's law gives the field $eN_t/(2\varepsilon)$ on each side, so $du/dx=e^2N_t/(2\varepsilon kT)$. The left side of \eqref{eq:first} times $\lambda^2$ is then
\begin{equation}
\frac12\,\frac{e^4N_t^2}{4\varepsilon^2(kT)^2}\,\frac{\varepsilon kT}{e^2N}=\frac{e}{kT}\,\frac{eN_t^2}{8\varepsilon N},
\end{equation}
and solving for $V_B$ gives
\begin{equation}
V_B=\frac{eN_t^2}{8\varepsilon N}+\frac{n_c}{N}\,\frac{kT}{e}\left(1-e^{-eV_B/kT}\right).
\end{equation}
The added term comes from electrons that spread into the layer assumed empty. At $NL/N_t=4$ it is 0.0247 V, which lifts 0.0565 V to 0.0812 V, 44\% above the depletion value. The last digits depend on the model: at $NL/N_t=4$, where $N/N_c=0.08$, Fermi--Dirac statistics give 0.0816 V, and a donor level 45 meV below the band edge with degeneracy 2 raises this to 0.0836 V. Above the peak, the depletion formula is thus poor once the barrier is only a few $kT/e$ high. Below the peak, deep traps leave the grain empty, and the formula holds even for low barriers, as long as holes stay negligible. That fails at low doping when the trap lies deep in a narrow gap: for $D=0.80$ eV, a gap of 1.12 eV and a valence density of states equal to $N_c$, holes raise the barrier by 1\% at $NL/N_t=0.1$ and by a factor 1.9 at $NL/N_t=0.01$.

\subsection{Does the kink survive?}

Just above the peak the traps are nearly full, and the excess $N_t(r-1)$ electrons per unit area are free. While $n\ll N$, equation \eqref{eq:PB} gives $u=x^2/(2\lambda^2)$, so these electrons form a Gaussian cloud at the centre. For $\lambda\ll L$ their mean distance from the centre is $\langle|x|\rangle=\lambda\sqrt{2/\pi}$. Half of them lie in each half grain, at mean distance $L/2-\langle|x|\rangle$ from its boundary. Equation \eqref{eq:moment} then gives
\begin{align}
V_B&=\frac{eNL^2}{8\varepsilon}-\frac e\varepsilon\,\frac{N_t(r-1)}2\left(\frac L2-\langle|x|\rangle\right),\\
\frac{V_B}{V_{\max}}&=r-(r-1)\left(2-\frac{4\langle|x|\rangle}{L}\right).
\end{align}
The slope in $r$ is
\begin{equation}
-1+\frac{4\lambda}{L}\sqrt{\frac2\pi}=-1+\frac{4\times11.95\times0.798}{100}=-0.619 .
\end{equation}
The numerical solution between $r=1.002$ and $1.004$ has slope $-0.616$. The barrier still turns down at $NL=N_t$, but less steeply than the depletion value $-1$. At $r=1$ itself a fraction $6\times10^{-5}$ of the traps is empty, and the corner is rounded over a range of $r$ of a few times $10^{-4}$, smaller than these steps: the slope is $0.82$ between $r=0.9998$ and $0.9999$, and $-0.56$ between $r=1.0002$ and $1.0004$.

\subsection{How deep is deep enough?}

Since $(E_F-E_t)/kT=\ln[f/(1-f)]$, equation \eqref{eq:EF} can be written
\begin{equation}
\ln\frac{f}{1-f}+\ln\frac{N}{n_c}=\frac{D-eV_B}{kT}-\ln\frac{N_c}{N}.
\label{eq:deep}
\end{equation}
Full trapping at the peak needs both terms on the left to be large: full traps and an empty grain. The right side must therefore be large. For $D=0.80$ eV at $NL=N_t$ it is $(0.80-0.226)/0.02585-\ln 50=18.3$, which leaves ample room for both.

For $D=0.45$ eV the numerical maximum is 0.212 V at $NL/N_t=1.02$. The right side of \eqref{eq:deep} is then only about 5.3, which limits how full the traps and how empty the grain can be together: if the two terms on the left were equal, 7\% of the traps would be empty and $n_c/N$ would be 0.07; in the numerical solution at the maximum, 3\% of the traps are empty and $n_c/N=0.15$. The peak reaches 94\% of $V_{\max}$, below the limit \eqref{eq:bound}, and its position has moved by 2\%. Equation \eqref{eq:max} thus remains a fair estimate for this trap, although full trapping no longer holds closely. It fails once $eV_{\max}$ approaches or exceeds $D$, because the rising barrier lifts the traps above the Fermi level and they stop filling. For $L=1$ $\mu$m and $D=0.80$ eV, equation \eqref{eq:max} gives 2.26 V, while the numerical barrier at $NL=N_t$ is 0.64 V; for $L=100$ nm and $D=0.20$ eV the barrier reaches only about $0.4V_{\max}$. In such cases $V_{\max}$ is an upper bound and not an estimate.

All numerical values are calculated from the stated model.
